# Vacuum Tunnelling Across a Filament Gap: Gap Change per Decade of Current

## Problem

In an electrochemical metallization memory cell, metal ions move through a thin layer and are reduced to form a metallic filament. When the filament touches the counter-electrode, the cell is on. When its tip has withdrawn a little, the cell is off, and the small current that remains can flow by tunnelling across the gap.

Treat the gap as vacuum of width $d$ between two identical metals. The potential in it is a rectangular barrier whose top lies $\varphi=4.5$ eV above the Fermi level. The bias $V$ is small and held fixed, and the temperature is low. In (a) and (b) only motion straight across the gap is considered.

(a) Show that, for an opaque gap, the current changes by one decade when the gap changes by approximately 0.11 nm.

(b) Find the currents at gaps of 6, 8, 10 and 12 $a_0$, where $a_0$ is the Bohr radius, for a bias of 0.01 V and a longitudinal Fermi energy of 0.40 Ry, and compare their ratios with the law found in (a).

(c) Decide how the answer to (a) changes for a wide flat contact, in which electrons also move parallel to the surfaces.

Rydberg atomic units are used: $\hbar=1$ and $2m=1$, with lengths in $a_0=0.052918$ nm and energies in Ry, where 1 Ry = 13.6057 eV. Bias and current stay in volts and amperes. Energies are measured from the bottom of the conduction band of the left metal. The Fermi energy and the bias are round model parameters and do not describe a particular metal.

## First estimate by scaling

In these units the kinetic energy of a wave with wave number $k$ is $k^2$, so an energy is an inverse length squared. The barrier height therefore defines a length $\varphi^{-1/2}$. Let $\Delta$ be the gap change that alters the current tenfold. The other quantities that could enter at small bias are the Fermi energy $E_F$ and the gap itself, so dimensional analysis gives

$$\Delta=\frac{1}{\sqrt{\varphi}}\,F\!\left(\frac{E_F}{\varphi},\,d\sqrt{\varphi}\right),$$

with an unknown dimensionless function $F$.

To get a number, suppose that $F$ is close to a constant of order one. There is a physical reason to try this. An electron at the Fermi level lacks the energy $\varphi$ needed to travel freely in the gap, so its wave decays there, at a rate set by $\varphi$. If each further layer of gap weakens the wave by the same factor, neither the gap already crossed nor the motion inside the metal matters for the next layer.

The barrier height is

$$\varphi=\frac{4.5}{13.6057}\ \text{Ry}=0.33074\ \text{Ry},\qquad \sqrt{\varphi}=0.5751\ a_0^{-1}.$$

With $F=1$ the estimate is $\Delta\approx1/0.5751=1.74\,a_0$, or 0.092 nm. The gap change is thus expected to be about a tenth of a nanometre. Scaling cannot supply the constant, nor can it show that $F$ is a constant. Both require the wave function.

## Exact solution

### Transmission through the gap

Let the gap occupy $0<x<d$. At vanishing bias the wave equation is

$$-\psi''+U\psi=E\psi,$$

with $U=0$ in the metals and $U=E_F+\varphi$ in the gap. At $E=E_F$ it becomes $\psi''=-k^2\psi$ in the metals and $\psi''=\kappa^2\psi$ in the gap, where

$$k=\sqrt{E_F},\qquad \kappa=\sqrt{\varphi}.$$

In ordinary units the second relation reads $\kappa=\sqrt{2m\varphi}/\hbar$.

It is convenient to start on the right, where there is only an outgoing wave. Choose its amplitude so that $\psi=e^{ik(x-d)}$ for $x>d$. Then $\psi(d)=1$ and $\psi'(d)=ik$. Both $\psi$ and $\psi'$ are continuous because the potential has finite steps, so the solution in the gap is

$$\psi(x)=\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d).$$

Write $C=\cosh\kappa d$ and $S=\sinh\kappa d$. Since $\sinh$ is odd, the values at the left face are

$$\psi(0)=C-\frac{ik}{\kappa}S,\qquad \psi'(0)=-\kappa S+ikC.$$

In the left metal $\psi=a\,e^{ikx}+b\,e^{-ikx}$, where $a$ belongs to the incoming wave and $b$ to the reflected one. Hence $\psi(0)=a+b$ and $\psi'(0)/(ik)=a-b$. Half the sum of these is

$$a=\frac12\left[C-\frac{ik}{\kappa}S+C-\frac{\kappa}{ik}S\right]
=C+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)S,$$

where $-1/i=i$ was used. With $C^2=1+S^2$,

$$|a|^2=1+S^2\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]
=1+\frac14\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2S^2.$$

The particle flux is proportional to wave number times squared amplitude. The wave number is the same in both metals and the outgoing amplitude is one, so the transmission probability is $T=1/|a|^2$:

$$T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d\right]^{-1}.$$

Direct numerical integration of the wave equation confirms this formula for three Fermi energies and three gaps.

### The opaque gap

Define

$$q=e^{-2\kappa d},\qquad A=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}.$$

The coefficient of $\sinh^2\kappa d$ is then $4/A$. Also

$$\sinh^2\kappa d=\frac{(e^{\kappa d}-e^{-\kappa d})^2}{4}=\frac{(1-q)^2}{4q}.$$

Therefore

$$\frac1T=1+\frac{(1-q)^2}{Aq},\qquad
T=\frac{Aq}{1+(A-2)q+q^2}.$$

This is still the full result. Because $(k^2+\kappa^2)^2-4k^2\kappa^2=(k^2-\kappa^2)^2\ge0$, the prefactor obeys $0<A\le4$, so $A-2$ lies between $-2$ and $2$. The denominator then lies between $(1-q)^2$ and $(1+q)^2$, and

$$\frac{1}{(1+q)^2}\le\frac{T}{Aq}<\frac{1}{(1-q)^2}.$$

For small $q$ the replacement of $T$ by

$$T\approx A\,e^{-2\kappa d}$$

has a relative error of at most about $2q$. The prefactor $A$ depends on the Fermi energy and the barrier but not on the gap, so it will cancel from a ratio of currents at two gaps.

### From transmission to current

Consider one channel, that is, one transverse state of the contact, open to both spins. The one-dimensional model assumes that this state keeps its shape across the gap. A wave that leaves a real tip also spreads sideways, which is left out here. Right-moving electrons in an energy interval $dE$ have the density $dE/(hv)$ per unit length and spin, where $v$ is their velocity. Multiplying by charge, velocity, two spins and the transmission gives the current $(2e/h)\,T\,dE$. The velocity has cancelled. At zero temperature the flows from the two sides cancel below the lower of the two Fermi levels, leaving

$$I=\frac{2e}{h}\int_{E_F-eV}^{E_F}T(E,V)\,dE.$$

For small $V$ the window has width $eV$ and the integrand is nearly $T(E_F,0)$, so

$$I=G_0V\,T(E_F),\qquad G_0=\frac{2e^2}{h}=7.748\times10^{-5}\ \text{S}.$$

Reversing the bias between identical metals gives the mirror image of the same system, so $I(-V)=-I(V)$. The term after the linear one is then of order $V^3$, which is a relative correction of order $V^2$.

How small must the bias be? At energy $E$ near the Fermi level, $\kappa^2=E_F+\varphi-E$, hence $d\kappa/dE=-1/(2\kappa)$, and the exponent $-2\kappa d$ changes with energy at the rate $d/\kappa$. The transmission thus varies by a factor $e$ over an energy of about $\kappa/d$, provided $E_F$ is large compared with this energy, so that the prefactor $A$ changes slowly. Both $eV$ and the thermal energy must be small compared with this. At $d=10\,a_0$ it is 0.058 Ry, whereas a bias of 0.01 V corresponds to $0.01/13.6057=0.0007$ Ry.

A numerical integral over the bias window, with the barrier top tilted by the applied voltage, supports this. At $10\,a_0$ the current exceeds the linear formula by a fraction $6\times10^{-6}$ at 0.01 V, $6.4\times10^{-4}$ at 0.1 V and $2.55\times10^{-3}$ at 0.2 V. Doubling the bias from 0.1 V to 0.2 V multiplies the deviation by four, as a quadratic correction requires.

### (a) The gap change for one decade

At fixed bias the factors $G_0$, $V$ and $A$ cancel from the ratio

$$\frac{I(d+\Delta)}{I(d)}=e^{-2\kappa\Delta}.$$

Setting it equal to $1/10$ and taking the logarithm gives $2\kappa\Delta=\ln10$, or

$$\Delta=\frac{\ln10}{2\kappa}=\frac{\ln 10}{2\sqrt{\varphi}}.$$

For the given barrier,

$$\Delta=\frac{2.30259}{1.15021}\,a_0=2.002\,a_0=0.106\ \text{nm}.$$

This is the stated 0.11 nm to two digits. Widening the gap by $\Delta$ divides the current by ten. Narrowing it by $\Delta$ multiplies the current by ten, provided the narrower gap is still opaque. The integrated currents for the tilted barrier at 0.01 V, taken at $10\,a_0$ and at $10\,a_0+\Delta$, have the ratio 9.9998.

### (b) Currents at four gaps

The prefactor for $E_F=0.40$ Ry is

$$A=\frac{16(0.40)(0.33074)}{(0.40+0.33074)^2}=3.964.$$

At $d=10\,a_0$ the exponential is $1.011\times10^{-5}$, so $T=3.964\times1.011\times10^{-5}=4.01\times10^{-5}$. The current is

$$I=(7.748\times10^{-5}\ \text{S})(0.01\ \text{V})(4.01\times10^{-5})=3.1\times10^{-11}\ \text{A}.$$

The same calculation with the full transmission formula gives the following values.

| $d$ ($a_0$) | $T$ | $I$ (A) |
|---|---|---|
| 6 | $3.982\times10^{-3}$ | $3.085\times10^{-9}$ |
| 8 | $3.998\times10^{-4}$ | $3.098\times10^{-10}$ |
| 10 | $4.007\times10^{-5}$ | $3.105\times10^{-11}$ |
| 12 | $4.016\times10^{-6}$ | $3.112\times10^{-12}$ |

The extra digits serve only to compare the rows. The values belong to the rectangular barrier and are not estimates for a real tip, as the last section explains. For this barrier the decade length happens to be almost two Bohr radii, so each row is nearly one decade below the row above.

The successive ratios are 9.961, 9.977 and 9.978. Two small effects keep them below ten. First, the step of $2\,a_0$ is slightly shorter than $\Delta$. The pure exponential gives $e^{2(1.15021)}=9.978$, which is the last ratio. Second, the first pair of gaps is a little less opaque. To first order in $q$, the full formula gives $T\approx Aq[1-(A-2)q]$. At $6\,a_0$ the correction is $1.964\times1.007\times10^{-3}=0.0020$, and at $8\,a_0$ it is ten times smaller. The ratio is therefore lowered by a fraction of about 0.0018, from 9.978 to about 9.96, as found.

### The limit of a closing gap

The exponential law must fail before the filament touches the electrode: at $d=0$ it would give $T=A=3.964$ for the present Fermi energy, but $T$ cannot exceed one. The full formula shows how. Write it as $T=1/(1+\beta S^2)$ with $\beta=4/A$. Since $dS/dd=\kappa C$,

$$-\frac{d\ln T}{dd}=\frac{2\beta\kappa SC}{1+\beta S^2}=2\kappa\,(1-T)\coth\kappa d,$$

where the last step uses $1-T=\beta S^2/(1+\beta S^2)$. For $\kappa d\gg1$ the hyperbolic cotangent tends to one and $T$ to zero, which restores the slope $2\kappa$. For $\kappa d\ll1$ and $\beta S^2\ll1$, one has $S\approx\kappa d$, $C\approx1$ and a denominator close to one, so

$$-\frac{d\ln T}{dd}\approx2\beta\kappa^2d=\frac{(k^2+\kappa^2)^2}{2k^2}\,d.$$

The slope vanishes with the gap, and the current levels off at $G_0V$ per channel. In this model there is then no further decade to gain. In a real contact the atoms also rearrange at such distances, and a fixed barrier is no longer a sound description.

### (c) A wide flat contact

A wide contact has many channels, labelled by the wave vector $\mathbf{k}_\parallel$ parallel to the surface. This wave vector is conserved across a flat, uniform gap. Let $u=k_\parallel^2$ be the energy of the parallel motion. An electron at the Fermi level has only $E_F-u$ left for motion across the gap, where $E_F$ is now the full Fermi energy, and it meets an effective barrier $\varphi+u$.

There are $d^2k_\parallel/(2\pi)^2$ channels per unit area. In polar coordinates $d^2k_\parallel=2\pi k_\parallel\,dk_\parallel=\pi\,du$, so the conductance per area is

$$g=\frac{G_0}{4\pi}\int_0^{E_F}T(u)\,du.$$

In an opaque gap the exponential factor in $T(u)$ is $e^{-2d\sqrt{\varphi+u}}$. For small $u$,

$$\sqrt{\varphi+u}\approx\kappa+\frac{u}{2\kappa},\qquad
e^{-2d\sqrt{\varphi+u}}\approx e^{-2\kappa d}\,e^{-ud/\kappa}.$$

Only parallel energies up to about $\kappa/d$ contribute appreciably. If $\kappa/d$ is small compared with both $E_F$ and $\varphi$, the prefactor can be kept at its value $A$ for $u=0$ over this range, and the upper limit can be moved to infinity. The integral of $e^{-ud/\kappa}$ is $\kappa/d$, which gives

$$g\approx\frac{G_0A\kappa}{4\pi d}\,e^{-2\kappa d},\qquad
-\frac{d\ln g}{dd}\approx2\kappa+\frac1d.$$

The neglected variation of the prefactor and the next term of the square root give relative corrections of order $1/(\kappa d)$, both to $g$ and to the term $1/d$. For $g$ the leading correction is $(3/2-\varphi/E_F)/(\kappa d)$, which becomes large when the Fermi energy is small. For $E_F=0.40$ Ry the numerical channel sum agrees with $g$ and with the term $1/d$ within a relative deviation of $1/(\kappa d)$ at gaps of 20, 40 and 80 $a_0$.

The extra $1/d$ has a simple meaning. As the gap widens, electrons with parallel motion are suppressed more strongly than those at normal incidence, so fewer channels take part. The current falls faster than in one channel, and the decade length is shorter. Starting from $10\,a_0$ with $E_F=0.40$ Ry, the numerical channel sum gives $1.86\,a_0$, or 0.098 nm, about 7% less than for a single channel. The reduction depends on the Fermi energy: it is about 4% for 0.1 Ry and 8% for 1.0 Ry. The leading formula is consistent with this: over a step of $1.857\,a_0$ it predicts the factor

$$\left(1+\frac{1.857}{10}\right)e^{1.15021\times1.857}\approx10.04.$$

For a wide contact with a rectangular barrier at this gap, the decade length thus rounds to 0.10 nm. As $d$ grows, the term $1/d$ fades and the decade length approaches the single-channel value.

## Comparison of the two

The scaling estimate was $1.74\,a_0$, and the solution for an opaque gap with one channel is $2.00\,a_0$. The estimate is 13% too low because it set $F=1$, while the solution gives

$$F=\frac{\ln10}{2}=1.15.$$

The two parts of this constant have separate origins. The 2 appears because the current follows the squared amplitude of the wave, which decays twice as fast as the amplitude. The $\ln10$ appears because the question asks for a factor of ten and not for a factor $e$. They nearly cancel, which is why so crude an estimate comes close.

The solution also settles whether $F$ is a constant. For one channel the Fermi energy enters through $A$ and drops out of the ratio, and the dependence on $d$ is limited to terms of order $q$. At $6\,a_0$ and beyond these are a few parts in a thousand or less. For a wide contact the dependence on $d$ is much stronger, since it fades as $1/(\kappa d)$ and not exponentially. For a closing gap the assumption of a constant $F$ fails altogether.

What scaling did predict correctly is the dependence on the barrier, $\Delta\propto\varphi^{-1/2}$. A small relative change in $\varphi$ causes half that relative change in $\Delta$, with the opposite sign. Barriers of 4.0 and 5.0 eV give 0.11 and 0.10 nm, so an uncertainty of half an electronvolt already affects the second digit.

This shows how to read "approximately 0.11 nm". Taken literally, a change of 0.11 nm alters the current by a factor of 10.9, and a change of 0.10 nm by a factor of 8.8. Either serves as a rule of thumb. In the other direction, a twofold change in current corresponds to $0.30\,\Delta$, or about 0.03 nm, far less than the spacing of atoms in a metal. Where the off-state current flows by tunnelling through such a vacuum gap, it is therefore very sensitive to small changes of the gap.

The number rests on a barrier that stays the same as the gap changes. The image potential, which lowers and rounds the barrier in a narrow gap, has been left out, and at these gaps it is not small. The classical image term between two flat surfaces lowers the middle of the barrier by $2\ln2/d$ Ry, about 1.9 eV at $10\,a_0$. Depending on where the image planes are placed, it raises the transmission at $10\,a_0$ roughly 30- to 200-fold and lengthens the single-channel decade from $10\,a_0$ to about 0.12 nm, a shift larger than and opposite to that of part (c). The atomic structure of the tip and the sideways spreading of the wave that leaves it have also been left out. If solid electrolyte remains in the gap, its barrier height and effective mass replace the vacuum values in $\kappa$, and 0.11 nm can no longer be assumed. The calculated values are collected in the numerical output below.

## Calculated quantities

```
Rydberg energy: 13.6057 eV
Bohr radius: 0.052918 nm
Conductance quantum G0: 7.7481e-05 S
Barrier: 4.5 eV = 0.33074 Ry
Fermi energy: 0.40 Ry
Bias: 0.01 V
k in metal: 0.63246 1/a0
kappa in gap: 0.57510 1/a0
2 kappa: 1.15021 1/a0
ln 10: 2.30259
Decade length: 2.0019 a0 = 0.1059 nm
Prefactor A: 3.9641
Gap 6 a0: exp(-2 kappa d) = 1.007e-03, T = 3.982e-03, I = 3.085e-09 A
Gap 8 a0: exp(-2 kappa d) = 1.009e-04, T = 3.998e-04, I = 3.098e-10 A
Gap 10 a0: exp(-2 kappa d) = 1.011e-05, T = 4.007e-05, I = 3.105e-11 A
Gap 12 a0: exp(-2 kappa d) = 1.013e-06, T = 4.016e-06, I = 3.112e-12 A
Current ratio I(6 a0)/I(8 a0): 9.961
Current ratio I(8 a0)/I(10 a0): 9.977
Current ratio I(10 a0)/I(12 a0): 9.978
Tilted-barrier current at 10 a0: 3.105e-11 A
Its relative deviation from linear: 6.4e-06
Tilted-barrier ratio over one decade length: 9.9998
Relative deviation from linear at 0.1 V: 6.37e-04
Relative deviation from linear at 0.2 V: 2.55e-03
Current factor for 0.10 nm: 8.79
Current factor for 0.11 nm: 10.92
Decade length for 4.0 eV barrier: 0.1124 nm
Decade length for 5.0 eV barrier: 0.1005 nm
Wide contact, decade length from 10 a0: 1.8573 a0 = 0.0983 nm
```
